# Nucleus density from the mean thickness of an island deposit

**The situation.** A metal is deposited by atomic layer deposition on a flat oxide. The metal grows on metal but not on the bare oxide, so the deposit consists of islands. Use the following model.

- All nuclei are present before the first cycle. They are points, and no new ones appear later.
- Each cycle adds a layer of thickness $g=0.05$ nm to every island, measured along the outward normal of its surface. The bare oxide receives nothing.
- After $n=100$ cycles the mean thickness is $h=0.50$ nm. Mean thickness is the deposited volume divided by the whole substrate area, bare parts included.

Until part (e), take the islands to be isolated, meaning that no two of them touch.

## (a) Find the shape and size of an island after $n$ cycles. [3 marks]

**Answer.** In the first cycle a point nucleus gains a layer of thickness $g$ in every direction open to it. The substrate blocks the lower half of space, so the result is a hemisphere of radius $g$ with its flat face on the substrate.

Suppose that after some cycle the island is a hemisphere of radius $r$. The outward normal at each point of its curved surface lies along the radius. Adding a layer $g$ along the normal therefore moves every surface point from distance $r$ to distance $r+g$ from the nucleus. At the rim the normal lies in the substrate plane, so the rim also advances by $g$. The island is again a hemisphere, now of radius $r+g$. Repeating this for $n$ cycles gives

$$r=ng=100\times0.05\ \text{nm}=5.0\ \text{nm}.$$

The argument needs growth at the same rate on all parts of the island. Crystal facets that grow at different rates would change the shape.

## (b) Derive the number of nuclei per unit area, $N$, and evaluate it. [5 marks]

**Answer.** Cut the hemisphere into thin discs parallel to the substrate. At height $z$ the disc has radius $\sqrt{r^2-z^2}$ and area $\pi(r^2-z^2)$. The island volume is

$$V=\int_0^r\pi(r^2-z^2)\,dz=\pi\left(r^3-\frac{r^3}{3}\right)=\frac{2\pi r^3}{3}.$$

Isolated islands share no volume, so a substrate area $A$ carries the volume $NAV$. Dividing by $A$ gives

$$h=NV=\frac{2\pi}{3}N g^3n^3 .$$

Solving for $N$,

$$N=\frac{3h}{2\pi g^3n^3}.$$

For the given numbers, $V=2\pi(5.0\ \text{nm})^3/3=261.8\ \text{nm}^3$, and

$$N=\frac{0.50\ \text{nm}}{261.8\ \text{nm}^3}=1.91\times10^{-3}\ \text{nm}^{-2}.$$

One centimetre is $10^7$ nm, so $1\ \text{nm}^{-2}=10^{14}\ \text{cm}^{-2}$ and

$$N=1.91\times10^{11}\ \text{cm}^{-2}.$$

Rounded to two figures, this is $1.9\times10^{11}$ nuclei per square centimetre. The rounding takes the given inputs as exact; part (f) shows how an error in $g$ changes the result.

## (c) Is the assumption of isolated islands consistent with this result? [4 marks]

**Answer.** Each island covers a circle of area $\pi r^2$. The covered fraction of the substrate is

$$\Theta=N\pi r^2=\frac{3h}{2\pi r^3}\,\pi r^2=\frac{3h}{2r}=\frac{3\times0.50}{2\times5.0}=0.15 .$$

The typical spacing is $N^{-1/2}=22.9$ nm, while the island diameter is 10.0 nm. There is room to place all the islands without contact. On a square lattice, for example, neighbouring centres would be 22.9 nm apart, leaving a gap of 12.9 nm between islands.

The assumption is therefore possible, but it is not proved. A low covered fraction does not prevent two particular nuclei from lying close together. Isolation is a statement about how the nuclei are arranged, and part (e) examines what happens without it.

The relation $h=NV$ was tested on an explicit arrangement. A square of side 400.3 nm, with opposite edges joined, received 306 hemispheres at irregular positions, with no two centres closer than 11 nm. Averaging the height of the surface over a grid gave a mean thickness of 0.500 nm and a covered fraction of 0.150. Doubling the grid spacing from 0.25 nm changed the mean thickness by only $6\times10^{-5}$ nm.

## (d) How fast is the mean thickness increasing at cycle 100? Compare this with $h/n$ and with $g$. [5 marks]

**Answer.** Treat $n$ as continuous, which is reasonable when $n\gg1$. At fixed $N$ and $g$,

$$\frac{dh}{dn}=\frac{2\pi}{3}Ng^3\,(3n^2)=2\pi Ng^3n^2=\frac{3h}{n}.$$

The last step uses $h=(2\pi/3)Ng^3n^3$. Numerically,

$$\frac{dh}{dn}=\frac{3\times0.50\ \text{nm}}{100}=0.015\ \text{nm per cycle}.$$

The average over all cycles is $h/n=0.005$ nm per cycle, three times smaller. The difference comes from the cubic law: the islands were small, and collected little material, for much of the run. At cycle 50, with the same nuclei, the thickness was $0.50/2^3=0.0625$ nm.

To compare with $g$, substitute $r=ng$:

$$\frac{dh}{dn}=g\,(2\pi Nr^2)=2\Theta g .$$

The bracket is the curved island area per unit substrate area, because one hemisphere has curved area $2\pi r^2$. Here it equals $2\times0.15=0.30$, so the mean thickness grows at 0.30 of the rate of a flat closed film.

This ratio need not stay below one. Isolated islands on a square lattice touch when $2r=N^{-1/2}$, which means $\Theta=\pi/4$ and $2\Theta=\pi/2$. Just before contact, such a deposit thickens faster than a flat film because its curved surface exceeds the substrate area. For the present density this would occur at $n=22.9/(2\times0.05)\approx229$ cycles. Beyond contact the cubic law fails.

Two quantities must therefore be kept apart: $g$ is the advance of the island surface, while $h/n$ is an average over a mostly bare substrate. Putting $h/n$ in place of $g$ in the formula for $N$ would be wrong.

## (e) Now let the nuclei lie at independent random positions. Find the mean thickness at the density of part (b), and the density that restores $h=0.50$ nm. [8 marks]

**Answer.** Islands may now overlap. Assume that they keep growing outwards after contact without changing shape by any other process. The deposit is then the union of the hemispheres, and shared volume must be counted once.

Choose a point at height $z$ above the substrate, with $0<z<r$. It lies inside the deposit if at least one nucleus is within the lateral distance $\sqrt{r^2-z^2}$. The corresponding circle has area $a=\pi(r^2-z^2)$. For $M$ nuclei placed independently on a large area $A$, the probability that none falls in the circle is

$$\left(1-\frac{a}{A}\right)^M\longrightarrow e^{-Na},\qquad N=\frac{M}{A},$$

as $A$ grows at fixed $N$. The filled fraction of the plane at height $z$ is $1-e^{-Na}$, and summing the planes gives

$$h_{\text{rand}}=\int_0^r\left[1-e^{-\pi N(r^2-z^2)}\right]dz .$$

For small $\Theta=N\pi r^2$, use $1-e^{-x}\approx x-x^2/2$. The first term returns the isolated result $2\pi Nr^3/3$. The second subtracts

$$\frac{\pi^2N^2}{2}\int_0^r(r^4-2r^2z^2+z^4)\,dz
=\frac{\pi^2N^2r^5}{2}\left(1-\frac23+\frac15\right)
=\frac{4\pi^2N^2r^5}{15}.$$

Relative to the isolated thickness, the loss is

$$\frac{4\pi^2N^2r^5/15}{2\pi Nr^3/3}=\frac25\,\pi Nr^2=\frac{2\Theta}{5}=0.060 .$$

Numerical integration of the full expression gives $h_{\text{rand}}=0.471$ nm, a loss of 5.75 %. The first-order estimate of 6.0 % is slightly high because the next term of the exponential series, $+x^3/6$, restores some thickness. The average over 40 simulated random arrangements, each with 306 nuclei, was 0.472 nm.

To recover $h=0.50$ nm, $N$ must be raised. Solving the integral equation numerically at fixed $r=5.0$ nm gives

$$N_{\text{rand}}=2.03\times10^{11}\ \text{cm}^{-2},$$

which is 6.5 % above the isolated result.

The effect on thickness is small, but contact is frequent. An island touches another if a second nucleus lies within $2r$ of its own. That circle has area $4\pi r^2$, so at the density of part (b) the touching fraction is

$$1-e^{-4\pi Nr^2}=1-e^{-4\Theta}=1-e^{-0.60}=0.45 .$$

The simulated arrangements gave 0.44. Almost half of the islands would not be isolated, although only 15 % of the substrate would be covered even if overlaps were counted twice. The thickness suffers much less because touching islands usually share only a small part of their volume. Each island has on average $4\Theta=0.60$ touching neighbours, which makes 0.30 pairs per island. The first-order loss is 0.060 of an island volume per island, so an average pair shares $0.060/0.30=0.20$ of an island volume.

## (f) Find how the inferred density changes in each of these cases, with $h=0.50$ nm and $n=100$ held fixed and overlap ignored. [10 marks]

**(i) The value of $g$ is 10 % lower or higher.**

**Answer.** Since $N\propto g^{-3}$, the density is multiplied by $0.9^{-3}$ or $1.1^{-3}$. It becomes $2.62\times10^{11}$ or $1.43\times10^{11}\ \text{cm}^{-2}$. For small errors,

$$\frac{\delta N}{N}\approx\frac{\delta h}{h}-3\frac{\delta g}{g},$$

so the radial growth must be known three times more accurately than the thickness to contribute an equal error.

**(ii) The nuclei start as hemispheres of radius $r_0=0.25$ nm, whose volume is included in $h$.**

**Answer.** The final radius is $r+r_0=5.25$ nm. Each island is larger, so fewer are needed:

$$\frac{N'}{N}=\left(\frac{r}{r+r_0}\right)^3=\left(\frac{5.00}{5.25}\right)^3=0.864 .$$

The density is $1.65\times10^{11}\ \text{cm}^{-2}$.

**(iii) Equal numbers of point nuclei appear before every cycle.**

**Answer.** Let $N_{\text{tot}}$ be the final density. A density $N_{\text{tot}}/n$ has grown for each number of cycles $k=1,2,\ldots,n$, reaching radius $kg$. Thus

$$h=\frac{2\pi g^3}{3}\,\frac{N_{\text{tot}}}{n}\sum_{k=1}^n k^3 .$$

The sum follows from the identity

$$\left[\frac{k(k+1)}2\right]^2-\left[\frac{(k-1)k}2\right]^2
=\frac{k^2}{4}\left[(k+1)^2-(k-1)^2\right]=k^3 .$$

Adding this from $k=1$ to $n$ cancels all intermediate terms and leaves $\sum k^3=n^2(n+1)^2/4$. Equating $h$ to $(2\pi/3)Ng^3n^3$ then gives

$$N_{\text{tot}}=\frac{4n^2}{(n+1)^2}N=\frac{4}{(1+1/n)^2}N=3.92\,N .$$

The final density is $7.5\times10^{11}\ \text{cm}^{-2}$. Late nuclei contribute to the count but hardly to the volume. The mean thickness after cycle 100 alone cannot distinguish this history from simultaneous nucleation. Earlier thicknesses can, within these two models: at cycle 50 the value would be 0.032 nm for steady nucleation and 0.0625 nm for simultaneous nucleation. The final island sizes can too: simultaneous nucleation gives a single radius of 5.0 nm, whereas steady nucleation gives radii spread evenly from 0.05 to 5.0 nm.

**(iv) The final islands are not hemispheres but spherical caps with sphere radius $r=5.0$ nm and contact angle $\theta=120^\circ$, measured through the metal.**

**Answer.** Measure $z$ upwards from the centre of the sphere. The substrate lies at $z=r\cos\theta$, which is below the centre for $\theta>90^\circ$. The cap volume is

$$V_\theta=\int_{r\cos\theta}^{r}\pi(r^2-z^2)\,dz
=\frac{\pi r^3}{3}\left(2-3\cos\theta+\cos^3\theta\right).$$

At $90^\circ$ this returns $2\pi r^3/3$. At $120^\circ$, $\cos\theta=-1/2$ and the bracket is $2+1.5-0.125=3.375$. The density is therefore multiplied by $2/3.375=0.593$, giving $1.13\times10^{11}\ \text{cm}^{-2}$. The change arises because the cap holds more metal than a hemisphere of the same sphere radius. If the hemispheres of part (a) merely changed shape at constant volume, $h=NV$ would give the same $N$ as before. The angle is imposed here on the final islands. Adding equal layers along the normal would not keep it at $120^\circ$: the centre of the sphere would stay at the same height while the radius grew, so the angle would drift towards $90^\circ$.

## (g) How far should the result be trusted for a real deposit? [3 marks]

**Answer.** The chosen $g$ is close to the rough growth per cycle of platinum on an established platinum film, and platinum on an oxide can begin as islands. The thickness of 0.50 nm is a chosen input; in practice it depends on the oxide, its preparation and the process conditions. The model applies this closed-film value of $g$ to islands of every size, but very small islands need not advance at that rate, and since $N\propto g^{-3}$ any difference matters strongly. Real nuclei may appear over many cycles, and metal atoms or whole islands may move and merge. Of the changes sized above, steady nucleation is the largest, raising the final count by a factor of about 3.9. Contact between islands, as in part (e), and merging can both make the number of separate islands seen at the end smaller than the number of nuclei formed. The value $1.9\times10^{11}\ \text{cm}^{-2}$ is thus a density inferred under stated assumptions. A direct count of islands, together with their size distribution, would test those assumptions.

## Numbers as computed

```
Radial growth per cycle: 0.050 nm
Number of cycles: 100
Mean thickness: 0.50 nm
Island radius: 5.00 nm
Island volume: 261.8 nm^3
Nucleus density: 1.910e-03 nm^-2
Nucleus density: 1.91e+11 cm^-2
Covered fraction: 0.150
Mean spacing N^(-1/2): 22.9 nm
Island diameter: 10.0 nm
Exposed island area / substrate area: 0.300
Current thickness growth: 0.0150 nm/cycle
Average thickness growth: 0.0050 nm/cycle
Height-map islands: 306
Height-map box side: 400.3 nm
Height-map thickness: 0.50000 nm
Height-map covered fraction: 0.1500
Height-map current growth: 0.01501 nm/cycle
Fine pixel size: 0.250 nm
Thickness shift on doubling pixel size: 5.7e-05 nm
Thickness at 50 cycles, from map: 0.06250 nm
Random placement, formula: 0.4712 nm
Random placement, simulated: 0.4719 nm
Random overlap loss: 5.75 %
First-order overlap loss: 6.00 %
Random touching fraction, formula: 0.451
Random touching fraction, simulated: 0.439
Density if random: 2.03e+11 cm^-2
Density ratio random/isolated: 1.065
Density if g is 10 % lower: 2.62e+11 cm^-2
Density if g is 10 % higher: 1.43e+11 cm^-2
Trial starting radius: 0.25 nm
Density factor, starting radius: 0.864
Density with starting radius: 1.65e+11 cm^-2
Density factor, continuous nucleation: 3.921
Final density, continuous nucleation: 7.49e+11 cm^-2
Trial contact angle: 120 degrees
Density factor, contact angle: 0.593
Density with this contact angle: 1.13e+11 cm^-2
```
